# Zero-Point Displacement of an Oxygen Atom in a Harmonic Mode: a program that tests the result

```python
"""Zero-point spread of an oxygen atom in a harmonic mode.

Result under test (atomic units): <x^2> = 1/(2 M w) for one direction, where
M is the oxygen mass and w the angular frequency; for 400 per centimetre the
root-mean-square displacement is about 0.05 angstrom.
At temperature T (as an energy) the variance gains a factor coth(w/(2T)).
Also tested: recoil of the cation, the share of one extended lattice mode,
the shift in an electric field, and the effect of an anharmonic well.
Independent road: diagonalization on a grid, and lattice response functions.
"""
import numpy as np
from scipy import constants as const

pc = const.physical_constants
BOHR = pc["Bohr radius"][0] / const.angstrom           # angstrom
HARTREE = pc["Hartree energy in eV"][0]                # eV
DALTON = const.atomic_mass / const.m_e                 # electron masses
WAVENUMBER = 100 * const.h * const.c / const.e / HARTREE  # hartree per cm^-1
KELVIN = const.k / const.e / HARTREE                   # hartree per kelvin
MV_PER_CM = 1e8 / pc["atomic unit of electric field"][0]

# Inputs: standard atomic masses and rough values for a hafnia-like oxide
mass_o_u, mass_hf_u = 15.999, 178.49
mode_cm, cation_site_cm = 400.0, 100.0
bond_length, morse_range = 2.1, 1.5                    # angstrom, 1/angstrom
born_charge, field_mv_cm = -2.5, 2.0
room, hot = 300.0, 358.0                               # kelvin

mass = mass_o_u * DALTON
mass_hf = mass_hf_u * DALTON
omega = mode_cm * WAVENUMBER
spring = mass * omega**2


def variance_formula(m, w, temperature=0.0):
    factor = 1.0
    if temperature > 0:
        factor = 1 / np.tanh(w / (2 * temperature * KELVIN))
    return factor / (2 * m * w)


def solve_on_grid(m, w, potential, points=221):
    """Eigenstates by the sinc grid method; w only sets the box size."""
    x = np.linspace(-9, 9, points) / np.sqrt(m * w)
    dx = x[1] - x[0]
    i = np.arange(points)
    d = i[:, None] - i[None, :]
    safe = np.where(d == 0, 1, d)
    kinetic = np.where(d == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * (-1.0)**np.abs(d) / (2 * m * dx**2)
    energy, states = np.linalg.eigh(kinetic + np.diag(potential(x)))
    return x, energy, states


def mean_and_variance(solution, temperature=0.0):
    x, energy, states = solution
    weight = np.zeros(len(energy))
    weight[0] = 1.0
    if temperature > 0:
        weight = np.exp(-(energy - energy[0]) / (temperature * KELVIN))
        weight /= weight.sum()
    density = states**2 @ weight
    mean = density @ x
    return mean, density @ (x - mean)**2


# Ground state, excited levels and density of the harmonic well
harmonic = solve_on_grid(mass, omega, lambda x: spring * x**2 / 2)
x, energy, states = harmonic
n = np.arange(8)
assert np.allclose(energy[:8], (n + 0.5) * omega, rtol=1e-7)
level_variance = (states[:, :8]**2).T @ x**2
assert np.allclose(level_variance, (n + 0.5) / (mass * omega), rtol=1e-7)
density = states[:, 0]**2 / (x[1] - x[0])
gaussian = np.sqrt(mass * omega / np.pi) * np.exp(-mass * omega * x**2)
assert np.allclose(density, gaussian, atol=1e-7 * gaussian.max())

# Variance for several frequencies, masses and temperatures
for m in (mass, mass_hf):
    for cm in (200.0, 400.0, 700.0):
        w = cm * WAVENUMBER
        sol = solve_on_grid(m, w, lambda y: m * w**2 * y**2 / 2)
        assert np.isclose(mean_and_variance(sol)[1],
                          variance_formula(m, w), rtol=1e-7)
for t in (room, hot):
    assert np.isclose(mean_and_variance(harmonic, t)[1],
                      variance_formula(mass, omega, t), rtol=1e-6)
sigma = np.sqrt(variance_formula(mass, omega))
assert 0.045 < sigma * BOHR < 0.055

# Free oxygen-hafnium pair whose stretch has the same frequency
reduced = mass * mass_hf / (mass + mass_hf)
pair = solve_on_grid(reduced, omega, lambda r: reduced * omega**2 * r**2 / 2)
oxygen_fraction = mass_hf / (mass + mass_hf)
pair_variance = oxygen_fraction**2 * mean_and_variance(pair)[1]
assert np.isclose(pair_variance, oxygen_fraction * sigma**2, rtol=1e-7)


# Ring of alternating Hf and O; each Hf is also tied to its own site
def ring(cells):
    size = 2 * cells
    masses = np.tile([mass_hf, mass], cells)
    force = np.zeros((size, size))
    for a in range(size):
        b = (a + 1) % size
        force[a, a] += spring / 2
        force[b, b] += spring / 2
        force[a, b] -= spring / 2
        force[b, a] -= spring / 2
    for a in range(0, size, 2):
        force[a, a] += mass_hf * (cation_site_cm * WAVENUMBER)**2
    w2, vectors = np.linalg.eigh(force / np.sqrt(np.outer(masses, masses)))
    return masses, force, np.sqrt(w2), vectors


cells = 24
masses, force, ring_w, ring_vec = ring(cells)
share = ring_vec[1]**2                                 # oxygen is site 1


def ring_variance(t):
    return np.sum(share * variance_formula(mass, ring_w, t))


def response(xi):
    """Static-like response of one oxygen at imaginary frequency xi."""
    unit = np.zeros(2 * cells)
    unit[1] = 1.0
    return np.linalg.solve(force + np.diag(masses * xi**2), unit)[1]


nodes, weights = np.polynomial.legendre.leggauss(80)
theta = (nodes + 1) * np.pi / 4
integral = sum(g * response(omega * np.tan(a)) * omega / np.cos(a)**2
               for a, g in zip(theta, weights)) * np.pi / 4 / np.pi
assert np.isclose(integral, ring_variance(0.0), rtol=1e-5)
thermal = room * KELVIN
matsubara = thermal * (response(0.0) + 2 * sum(
    response(2 * np.pi * thermal * j) for j in range(1, 2001)))
# the sum is cut at 2000 terms, which leaves a relative tail below 1e-3
assert np.isclose(matsubara, ring_variance(room), rtol=1e-3)

optical = ring_w > 300 * WAVENUMBER
assert optical.sum() == cells
optical_variance = np.sum((share * variance_formula(mass, ring_w))[optical])
one_mode = share[-1] * variance_formula(mass, ring_w[-1])
_, _, big_w, big_vec = ring(2 * cells)
one_mode_big = big_vec[1, -1]**2 * variance_formula(mass, big_w[-1])
assert np.isclose(one_mode / one_mode_big, 2, rtol=1e-6)
assert abs(np.sqrt(optical_variance) / sigma - 1) < 0.1

# Electric field: the well is shifted, the width is not changed
push = born_charge * field_mv_cm * MV_PER_CM
shift = push / spring
tilted = solve_on_grid(mass, omega, lambda y: spring * y**2 / 2 - push * y)
for t in (0.0, room):
    mean, var = mean_and_variance(tilted, t)
    assert np.isclose(mean, shift, rtol=1e-6)
    assert np.isclose(var, variance_formula(mass, omega, t), rtol=1e-6)

# Anharmonic well: oxygen between two equal Morse bonds
a_morse = morse_range * BOHR
depth = spring / (4 * a_morse**2)
quartic = 7 * spring * a_morse**2 / 24


def two_bonds(y):
    return depth * ((1 - np.exp(-a_morse * y))**2
                    + (1 - np.exp(a_morse * y))**2)


soft = solve_on_grid(mass, omega, two_bonds)
soft_tilted = solve_on_grid(mass, omega, lambda y: two_bonds(y) - push * y)
loss, loss_estimate, soft_rms = {}, {}, {}
for t in (0.0, room):
    loss[t] = 1 - mean_and_variance(soft_tilted, t)[0] / shift
    loss_estimate[t] = 12 * quartic * variance_formula(mass, omega, t) / spring
    soft_rms[t] = np.sqrt(mean_and_variance(soft, t)[1])
    # first-order estimate: second-order terms are up to a tenth of it
    assert abs(loss[t] / loss_estimate[t] - 1) < 0.15
    assert soft_rms[t] < np.sqrt(variance_formula(mass, omega, t))


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def rms(m, cm, t=0.0):
    return np.sqrt(variance_formula(m, cm * WAVENUMBER, t)) * BOHR


print("INPUTS (material values are rough)")
show("oxygen mass", mass_o_u, "u", 5)
show("hafnium mass", mass_hf_u, "u", 5)
show("mode wavenumber", mode_cm, "cm^-1")
show("bond length", bond_length, "angstrom")
show("oxygen Born charge", born_charge, "e")
show("oxide field", field_mv_cm, "MV/cm")
show("Morse range parameter", morse_range, "1/angstrom")
show("hafnium site wavenumber in ring", cation_site_cm, "cm^-1")
print("MAIN ESTIMATE")
show("oxygen mass in atomic units", mass, "electron masses", 5)
show("mode quantum in atomic units", omega, "hartree")
show("hbar^2/(2 m_e)", HARTREE * BOHR**2 / 2, "eV angstrom^2")
show("hbar^2/(2M)", HARTREE * BOHR**2 / (2 * mass), "eV angstrom^2")
show("mode quantum", omega * HARTREE, "eV")
show("zero-point energy", energy[0] * HARTREE, "eV")
show("spring constant", spring * HARTREE / BOHR**2, "eV/angstrom^2")
show("variance", sigma**2 * BOHR**2, "angstrom^2")
show("rms displacement, one direction", sigma * BOHR, "angstrom", 3)
show("rms displacement, one direction", sigma, "bohr", 3)
show("rms from grid diagonalization",
     np.sqrt(mean_and_variance(harmonic)[1]) * BOHR, "angstrom", 3)
show("rms for three equal directions", np.sqrt(3) * sigma * BOHR,
     "angstrom", 3)
show("rms / bond length", 100 * sigma * BOHR / bond_length, "percent", 2)
print("WHAT THE ESTIMATE LEAVES OUT")
show("rms at 200 cm^-1", rms(mass, 200), "angstrom", 3)
show("rms at 700 cm^-1", rms(mass, 700), "angstrom", 3)
show(f"rms at {room:.0f} K", rms(mass, mode_cm, room), "angstrom", 3)
show(f"rms at {hot:.0f} K", rms(mass, mode_cm, hot), "angstrom", 3)
show("rms with hafnium recoil", np.sqrt(pair_variance) * BOHR, "angstrom", 3)
show("cells in ring", cells, "")
show("ring: lowest mode", ring_w[0] / WAVENUMBER, "cm^-1", 3)
show("ring: top of lower branch", ring_w[~optical].max() / WAVENUMBER,
     "cm^-1", 3)
show("ring: bottom of upper branch", ring_w[optical].min() / WAVENUMBER,
     "cm^-1", 3)
show("ring: highest mode", ring_w[-1] / WAVENUMBER, "cm^-1", 3)
show("ring: oxygen rms, highest mode alone", np.sqrt(one_mode) * BOHR,
     "angstrom", 3)
show("ring: oxygen rms, upper branch", np.sqrt(optical_variance) * BOHR,
     "angstrom", 3)
for t in (0.0, room, hot):
    show(f"ring: oxygen rms, all modes, {t:.0f} K",
         np.sqrt(ring_variance(t)) * BOHR, "angstrom", 3)
print("DIELECTRIC RESPONSE AND ANHARMONICITY")
show("force from field", push * HARTREE / BOHR, "eV/angstrom", 3)
show("shift in field", shift * BOHR, "angstrom", 3)
show("size of shift / zero-point rms", abs(shift) / sigma, "", 3)
show("Morse depth per bond", depth * HARTREE, "eV", 3)
show("quartic coefficient", quartic * HARTREE / BOHR**4, "eV/angstrom^4", 3)
for t in (0.0, room):
    show(f"anharmonic rms, {t:.0f} K", soft_rms[t] * BOHR, "angstrom", 3)
    show(f"response loss, {t:.0f} K, grid", 100 * loss[t], "percent", 3)
    show(f"response loss, {t:.0f} K, first order", 100 * loss_estimate[t],
         "percent", 3)
print("every check passed")
```

It prints:

```
INPUTS (material values are rough)
oxygen mass: 15.999 u
hafnium mass: 178.49 u
mode wavenumber: 400 cm^-1
bond length: 2.1 angstrom
oxygen Born charge: -2.5 e
oxide field: 2 MV/cm
Morse range parameter: 1.5 1/angstrom
hafnium site wavenumber in ring: 100 cm^-1
MAIN ESTIMATE
oxygen mass in atomic units: 29164 electron masses
mode quantum in atomic units: 0.001823 hartree
hbar^2/(2 m_e): 3.81 eV angstrom^2
hbar^2/(2M): 0.0001306 eV angstrom^2
mode quantum: 0.04959 eV
zero-point energy: 0.0248 eV
spring constant: 9.414 eV/angstrom^2
variance: 0.002634 angstrom^2
rms displacement, one direction: 0.0513 angstrom
rms displacement, one direction: 0.097 bohr
rms from grid diagonalization: 0.0513 angstrom
rms for three equal directions: 0.0889 angstrom
rms / bond length: 2.4 percent
WHAT THE ESTIMATE LEAVES OUT
rms at 200 cm^-1: 0.0726 angstrom
rms at 700 cm^-1: 0.0388 angstrom
rms at 300 K: 0.0595 angstrom
rms at 358 K: 0.0629 angstrom
rms with hafnium recoil: 0.0492 angstrom
cells in ring: 24
ring: lowest mode: 95.6 cm^-1
ring: top of lower branch: 156 cm^-1
ring: bottom of upper branch: 400 cm^-1
ring: highest mode: 419 cm^-1
ring: oxygen rms, highest mode alone: 0.00976 angstrom
ring: oxygen rms, upper branch: 0.0495 angstrom
ring: oxygen rms, all modes, 0 K: 0.054 angstrom
ring: oxygen rms, all modes, 300 K: 0.0713 angstrom
ring: oxygen rms, all modes, 358 K: 0.0761 angstrom
DIELECTRIC RESPONSE AND ANHARMONICITY
force from field: -0.05 eV/angstrom
shift in field: -0.00531 angstrom
size of shift / zero-point rms: 0.103
Morse depth per bond: 1.05 eV
quartic coefficient: 6.18 eV/angstrom^4
anharmonic rms, 0 K: 0.0511 angstrom
response loss, 0 K, grid: 2.02 percent
response loss, 0 K, first order: 2.07 percent
anharmonic rms, 300 K: 0.0589 angstrom
response loss, 300 K, grid: 2.66 percent
response loss, 300 K, first order: 2.79 percent
every check passed
```
